# Electron accumulation and donor depletion at charged walls in n-type ferroelectrics

Two walls carry equal and opposite bound charge in the same n-type crystal. Reversing the sign of every charge turns a positive wall in n-type material into a negative wall in p-type material, not into a negative wall in the original crystal. Symmetry therefore does not require the two walls to have equal widths. It requires this only in linear response, where reversing a weak source simply reverses the potential.

Dimensions say what "weak" means. Count charge in units of \(e\) and energy in eV, so that a potential in volts and an energy in eV have the same numerical value. Let \(D\) be the bound charge to be screened on each side of the wall, per unit area, \(\varepsilon\) the permittivity, \(N_D\) the donor density and \(kT\) the thermal energy. In the equations below \(N_D\) acts only as a charge density and \(kT\) only as a thermal voltage, so charge, length and voltage count as three independent dimensions. As long as holes and degeneracy do not matter, the four quantities then form one independent dimensionless number,

\[
s=\frac{D^2}{2\varepsilon N_D kT},
\]

and the potential at the wall must have the form \(|\phi_s|=kT\,f_\pm(s)\), with one function for each sign of wall charge. For small \(s\) the two functions agree. For large \(s\), as shown below, \(f_+\) grows like \(\ln s\) and \(f_-\) like \(s\). The difference between a thin electron layer and a wide depletion region is the difference between these two laws.

## The wall and its bound charge

Consider a uniaxial ferroelectric with spontaneous polarization \(\pm P_0\) along its polar axis. A planar 180-degree wall that contains this axis is neutral. Tilt the wall by a small angle \(\theta\), and let \(x\) be the distance along its normal. The normal component of the spontaneous polarization then has magnitude

\[
D=P_0\sin\theta .
\]

At a head-to-head wall this component is \(+D\) on the left and \(-D\) on the right. The bound charge density is \(-dP_n/dx\), so the wall carries \(-(-D-D)=+2D\) per unit area. At a tail-to-tail wall the signs are reversed and the charge is \(-2D\). The tilt is held fixed throughout and is the same for both walls.

The field depends on \(x\) alone and has no curl, so its tangential component is constant. It vanishes in the neutral domains far away, and hence everywhere. The field is thus along the normal, and the relevant permittivity is the normal component of the dielectric tensor. The normal makes an angle \(90^\circ-\theta\) with the polar axis, which gives

\[
\varepsilon=\varepsilon_a\cos^2\theta+\varepsilon_c\sin^2\theta ,
\]

where \(\varepsilon_a\) and \(\varepsilon_c\) are the permittivities across and along the polar axis. The linear response of the polarization is contained in \(\varepsilon\), and the bound charge is treated as a sheet at \(x=0\). By Gauss's law \(\varepsilon E\) jumps by \(\pm2D\) at the sheet. Since \(E\) is odd in \(x\), its magnitude on each side is \(D/\varepsilon\).

## Both walls demand the same pressure

Set \(\phi=0\) deep in the domains. The donors are fixed and ionized; electrons and holes have densities \(n\) and \(p\) and share one Fermi level. For \(x>0\), Poisson's equation is

\[
\varepsilon\phi''=-(p-n+N_D).
\]

Multiply by \(\phi'\) and integrate from the wall to the domain. The left side is a total derivative:

\[
\int_{0^+}^{\infty}\varepsilon\phi''\phi'\,dx
=\left[\tfrac12\varepsilon\phi'^2\right]_{0^+}^{\infty}
=-\frac{D^2}{2\varepsilon}.
\]

On the right, \(\phi'dx=d\phi\), and \(\phi\) runs from \(\phi_s\) to zero. Reversing the limits removes the minus sign:

\[
-\int_{\phi_s}^{0}(p-n+N_D)\,d\phi
=\int_0^{\phi_s}(p-n+N_D)\,d\phi .
\]

The carrier integrals are pressures. At constant temperature the pressure of a gas changes by its density times the change of its chemical potential measured from the band edge. A positive \(\phi\) lowers the electron energy, so \(d\Pi_n=n\,d\phi\). For holes the sign is opposite, \(d\Pi_p=-p\,d\phi\). Equating the two sides and changing the overall sign gives

\[
\frac{D^2}{2\varepsilon}
=\Delta\Pi_n+\Delta\Pi_p-N_D\phi_s ,
\tag{1}
\]

where \(\Delta\) means the value at the wall minus the value in the domain.

The left side is the net electric force per unit area that pulls the screening charge on one side towards the wall. The bound charge \(2D\) alone would pull with \(D^2/\varepsilon\); repulsion from the screening charge on the other side cancels half of this. It contains \(D^2\), so it is the same for both walls. The right side shows what can bear this force. Mobile carriers bear it by a pressure gradient. Donors are held by the lattice, which bears the force on them; their contribution is \(N_D\) for every volt of band bending and cannot be made denser.

At a head-to-head wall \(\phi_s>0\). The donor term then has the wrong sign, and electrons must supply the pressure. They can do so because their density rises steeply with \(\phi\). At a tail-to-tail wall \(\phi_s<0\). Electrons leave, and their pressure can fall only to zero. Until holes arrive, the donor term has to supply everything.

## One equation, two roots

Take nondegenerate electrons and leave out holes. Then \(n=N_De^{\phi/kT}\) and \(\Pi_n=kTn\). With \(u=\phi_s/kT\), equation (1) becomes

\[
\frac{D^2}{2\varepsilon}=kTN_D(e^u-1)-N_DkTu .
\]

Division by \(N_DkT\) gives

\[
e^u-1-u=s .
\tag{2}
\]

The left side has its minimum, zero, at \(u=0\) and rises on both sides. For each \(s>0\) there is one positive root, the head-to-head wall, and one negative root, the tail-to-tail wall.

For small \(u\), expansion gives \(u^2/2+u^3/6\simeq s\), or \(u^2(1+u/3)\simeq u_0^2\) with \(u_0=\sqrt{2s}\). Taking the square root to the next order,

\[
|u|\simeq u_0\left(1\mp\frac{u_0}{6}\right),
\]

with the upper sign for head-to-head. The leading term in volts is

\[
kTu_0=\frac{D L_D}{\varepsilon},\qquad
L_D=\sqrt{\frac{\varepsilon kT}{N_D}},
\]

where \(L_D\) is the Debye length. The two bendings have the ratio \(1+u_0/3\), so a weakly charged wall shows almost no asymmetry. The contrast between accumulation and depletion needs a bending well above \(kT\).

For large \(s\) the roots separate. On the positive side the exponential dominates and

\[
u=\ln(1+s+u)\simeq\ln s .
\]

The electron density at the wall is then about \(sN_D=D^2/(2\varepsilon kT)\). On the negative side \(e^u\) vanishes, leaving \(|u|=s+1\), or

\[
|\phi_s|=\frac{D^2}{2\varepsilon N_D}+kT .
\tag{3}
\]

The first term is the bending of a layer of bare donors of depth

\[
W=\frac{D}{N_D}
\]

on each side. The extra \(kT\) appears because the donors must also make up for the electron pressure lost at the wall.

Degeneracy changes the accumulation law without removing the contrast. When the Fermi energy at the wall is much larger than \(kT\) and takes up most of the bending, \(n\propto\phi^{3/2}\). Integration gives \(\Pi_n\propto\phi^{5/2}\), and equation (1) then gives \(\phi_s\propto D^{4/5}\). This still grows far more slowly than the \(D^2\) of depletion. The example below is only mildly degenerate and has not reached this limit: between 2 and 4 degrees its bending grows roughly as \(D^{0.55}\).

## Width is bending in another form

A width can be defined without choosing a cutoff. Let \(\rho=-\varepsilon\phi''\) be the screening charge density and take its mean distance from the wall. The total on one side is

\[
\int_{0^+}^{\infty}\rho\,dx=-\varepsilon[\phi']_{0^+}^{\infty}
=\varepsilon\phi'(0^+)=\mp D ,
\]

with the upper sign for head-to-head. The first moment follows by parts:

\[
\int_{0^+}^{\infty}x\rho\,dx
=-\varepsilon[x\phi']_{0^+}^{\infty}+\varepsilon\int_{0^+}^{\infty}\phi'\,dx
=-\varepsilon\phi_s .
\]

The boundary term vanishes because the field decays exponentially in the domain. Dividing the two results,

\[
\bar x=\frac{\varepsilon|\phi_s|}{D}.
\tag{4}
\]

This holds for any carrier statistics, with or without holes. At equal \(D\) and \(\varepsilon\), the ratio of the widths equals the ratio of the bendings. The depletion region is wide for the same reason that its bending is large: fixed donors deliver little pressure per volt.

## A wall tilted by two degrees

Take rough, round parameters in the regime of donor-doped lithium niobate at 300 K: \(P_0=70\) µC/cm², a gap of 4 eV, relative permittivities 80 across and 30 along the polar axis, and \(N_D=10^{18}\) cm⁻³. The bands are parabolic, with electron and hole masses of 1 and 2 free-electron masses. Electron degeneracy is included in the numbers.

At \(\theta=2^\circ\),

\[
D=70\sin2^\circ=2.443\ \text{µC/cm}^2 .
\]

The field beside the wall is 0.345 MV/cm, or 0.0345 V/nm. The required pressure is \(2.63\times10^{18}\) eV/cm³, while \(N_DkT=2.585\times10^{16}\) eV/cm³. Hence \(s\simeq102\), far into the asymmetric regime.

For the tail-to-tail wall, equation (3) gives

\[
|\phi_s|=\frac{2.631\times10^{18}}{10^{18}}+0.026=2.657\ \text{V}.
\]

For the head-to-head wall, equation (2) gives 0.121 V. Fermi-Dirac statistics in equation (1) raise this to 0.136 V, because the density of a degenerate gas rises less steeply with potential. A direct numerical solution of Poisson's equation, which does not use equation (1), gives the same 0.136 V and 2.657 V.

From equation (4), the mean distances are

\[
\bar x_{\rm HH}=\frac{0.1359}{0.03452}=3.9\ \text{nm},\qquad
\bar x_{\rm TT}=\frac{2.657}{0.03452}=77\ \text{nm}.
\]

Their ratio is 19.6. The electron density at the head-to-head wall reaches \(7.3\times10^{19}\) cm⁻³, about 73 times the donor density. The nondegenerate estimate \(D^2/(2\varepsilon kT)\) is \(1.0\times10^{20}\) cm⁻³. It is too high because a degenerate gas has more pressure than \(kTn\) and needs fewer electrons.

At the tail-to-tail wall the depth is

\[
W=\frac{2.443\times10^{-6}\ \text{C/cm}^2}{(1.602\times10^{-19}\ \text{C})(10^{18}\ \text{cm}^{-3})}
=1.525\times10^{-5}\ \text{cm},
\]

or 152.5 nm on each side. In the Poisson solution the electron density has recovered to \(N_D/2\) at 150.7 nm. The difference is small compared with the Debye length of 10.7 nm, which sets the softness of the depletion edge.

At a tilt of 0.01 degrees, by contrast, the bendings are 1.84 mV and 1.88 mV. Here \(u_0=1.844/25.85=0.071\), so the predicted ratio is \(1+0.071/3=1.024\), as the Poisson solution also gives. The expansion itself gives 1.82 and 1.87 mV; the quoted bendings are about 0.7% larger because Fermi-Dirac statistics slightly lengthen the screening length. Both walls then screen over about one Debye length.

## Where depletion ends

In equilibrium the bending of a depleted wall cannot keep growing as \(D^2\), because the valence band at the wall approaches the Fermi level and holes collect there. Define the onset of inversion by \(p=N_D\) at the wall. With \(N_c\) and \(N_v\) the effective densities of states of the two bands, nondegenerate statistics give the hole density in the domain as

\[
p_0=\frac{N_cN_v}{N_D}e^{-E_g/kT}.
\]

At the wall it is larger by \(e^{|\phi_s|/kT}\). Setting \(p_0e^{|\phi_s|/kT}=N_D\) and taking the logarithm,

\[
\phi_{\rm inv}=E_g-kT\ln\frac{N_cN_v}{N_D^2}.
\]

At this point the holes have gained a pressure \(kTN_D\), apart from the negligible \(kTp_0\), and the electrons have lost \(kTN_D\). The two cancel in equation (1), leaving

\[
D_{\rm inv}=\sqrt{2\varepsilon N_D\phi_{\rm inv}} .
\tag{5}
\]

In the example \(N_c=2.51\times10^{19}\) and \(N_v=7.10\times10^{19}\) cm⁻³. The logarithm is 7.49, so \(\phi_{\rm inv}=4-0.194=3.81\) V. Equation (5) gives \(D_{\rm inv}=2.94\) µC/cm², which corresponds to a tilt of 2.4 degrees and a depletion depth of 183 nm per side. The Poisson solution at this tilt has \(p=0.993N_D\) at the wall.

A more strongly charged tail-to-tail wall must invert if it is to stay in equilibrium. Consider the plane where \(p=N_D\), now a little away from the wall. The potential there is \(-\phi_{\rm inv}\), and integrating Poisson's equation outward from that plane repeats the derivation of equation (5). The net charge beyond it is therefore still \(D_{\rm inv}\), however strongly the wall is charged, as long as \(\varepsilon\) is unchanged. Further donors can contribute only inside this plane.

At 4 degrees \(D=4.88\) µC/cm², and the plane lies 3.3 nm from the wall. The depleted donors supply 2.98 µC/cm² per side, only 1.7% more than the 2.93 µC/cm² they supply at onset (where holes already carry 0.01 µC/cm² of \(D_{\rm inv}\)), and the holes supply the remaining 1.91 µC/cm². The bending has risen merely to 3.96 V. The inverted wall thus has a thin hole layer inside a depletion region that has nearly stopped widening. The head-to-head wall at the same tilt needs no second carrier type; its bending is 0.20 V.

## Whether the holes arrive

Equilibrium is a strong assumption in a wide-gap crystal. The intrinsic density in the example is about \(10^{-14}\) cm⁻³. Suppose midgap traps generate pairs at the rate \(n_i/(2\tau)\) per unit volume, with an assumed lifetime \(\tau=1\) ns. Filling the hole layer of the 4-degree wall from its depletion region would then take about \(10^{23}\) s. In the dark at 300 K this route does not lead to inversion. Holes would have to come from elsewhere, for example from light absorbed across the gap or from a contact.

Without them the donors continue alone. Equation (3) then gives a bending of 10.6 V at 4 degrees, and \(W=D/N_D\) grows to about 305 nm per side. This is deep depletion. Direct tunnelling across the gap does not supply the holes either: for a triangular barrier of height 4 eV, a reduced electron-hole mass of 2/3 of the free-electron mass and the largest field of this wall, 0.69 MV/cm, the tunnelling probability is of order \(e^{-645}\). Trap-assisted tunnelling and avalanche are outside this estimate.

## What the model leaves out

The accumulation layer is thin enough for its electron levels to be quantized. In the computed head-to-head potential, the lowest level lies 0.031 eV above the bottom of the well, slightly more than \(kT\). This energy should not simply be added to the bending. By equation (4) the bending follows the mean distance of the screening charge from the wall, and in this symmetric well the lowest state has its largest density at the wall itself. The widths above use the local carrier density and do not include quantization. With the levels quantized self-consistently, the head-to-head bending changes only from 0.136 to 0.137 V, but the electron density at the wall falls from \(7.3\times10^{19}\) to about \(5.9\times10^{19}\) cm⁻³.

The wall also has a thickness. If the polarization follows \(\tanh(x/\delta)\) with \(\delta=1\) nm, the head-to-head bending falls from 0.136 to 0.119 V and the tail-to-tail bending from 2.657 to 2.634 V. Their ratio becomes 22. Relative to the bending, this correction acts mainly on the narrow wall, and it does not remove the contrast.

The field component along the polar axis changes the polarization there by

\[
\frac{\Delta P}{P_0}=\frac{(\varepsilon_c-\varepsilon_0)(D/\varepsilon)\sin\theta}{P_0}
=\frac{\varepsilon_c-\varepsilon_0}{\varepsilon}\sin^2\theta ,
\]

where \(\varepsilon_0\) is the vacuum permittivity. At 2 degrees this is \(4\times10^{-4}\). It grows as \(\sin^2\theta\) at small tilt, so the present model cannot be carried to a wall perpendicular to the polar axis, where the polarization profile and the carriers must be found together. The same field component opposes the polarization. Beside the wall it is 12 kV/cm at 2 degrees and 48 kV/cm at 4 degrees. Congruent lithium niobate switches near 200 kV/cm, but near-stoichiometric or Mg-doped crystals switch at tens of kV/cm or less. The fixed tilt is therefore an assumption that the model does not test.

In real lithium niobate the least secure assumption is that of shallow, fully ionized donors. Electrons there can form small polarons, and donor levels can be deep. A very heavy carrier at the same free density gives the nondegenerate bending of 0.121 V, a change of 11% from 0.136 V. A lighter carrier moves the result further the other way: masses of 0.5 and 0.3 give 0.155 and 0.179 V, and ratios of 17 and 15. Incomplete ionization matters more. If one donor in a thousand were ionized in the domains, reaching the same electron density at the head-to-head wall would take roughly \(kT\ln1000=0.18\) V more bending. The depleted wall would still empty nearly all its donors, but they ionize only after the bands have risen by about the same 0.18 V. Its bending would therefore grow only from 2.66 to about 2.8 V, and the ratio would fall to roughly 9. Donor density varies widely with treatment, and at fixed tilt the depletion depth varies as \(1/N_D\) as long as no holes collect at the wall. Donors that can migrate would gather at the negative wall and narrow its depletion region. The widths above therefore belong to fixed, uniform donors at the stated density and are not measured properties of the material. The numerical output below gives the remaining values.

## Computed results

```
Temperature 300 K, kT = 0.02585 eV
Polarization P0 = 70 uC/cm2, gap = 4.0 eV
Relative permittivity across/along polar axis: 80, 30
Donor density = 1.00e+18 cm^-3
Masses electron, hole = 1.0, 2.0 m_e
Band densities Nc, Nv = 2.509e+19, 7.098e+19 cm^-3
Fermi level minus conduction edge in domain = -0.0829 eV
--- both walls at tilt 2 degrees ---
Relative permittivity along normal = 79.94
D = 2.443 uC/cm2, bound charge 2D = 4.886 uC/cm2
Field beside wall = 0.3452 MV/cm
Required pressure D^2/(2 eps) = 2.631e+18 eV/cm3
Debye length = 10.69 nm
HH bending: balance 0.1359 V, Poisson 0.1359 V
TT bending: balance 2.6574 V, Poisson 2.6574 V
TT bending, depletion formula = 2.6572 V
HH bending, Boltzmann (heavy-mass) limit = 0.1209 V
HH peak electron density = 7.268e+19 cm^-3
HH peak density estimate D^2/(2 eps kT) = 1.018e+20 cm^-3
Mean screening distance HH = 3.94 nm, TT = 76.99 nm
Width ratio TT/HH = 19.55
Bending ratio TT/HH = 19.55
TT depletion depth per side D/N_D = 152.5 nm
TT distance where n = N_D/2 (Poisson) = 150.7 nm
--- weak wall, tilt 0.01 degrees ---
Bending HH, TT = 1.836, 1.879 mV
Linear formula = 1.844 mV, ratio TT/HH = 1.0236
--- onset of hole inversion ---
Bending at onset = 3.8065 V
Tilt at onset = 2.405 degrees
D at onset = 2.938 uC/cm2, depth = 183.4 nm per side
Hole density at wall / N_D from Poisson = 0.9927
--- tilt 4 degrees ---
D = 4.883 uC/cm2, field = 0.691 MV/cm
Bending HH = 0.1986 V, TT = 3.9633 V
TT donor charge per side = 2.978 uC/cm2
TT hole charge per side = 1.905 uC/cm2
TT donor charge relative to onset = 1.0172
TT distance where p = N_D: 3.32 nm
--- neglected effects (tilt 2 degrees unless stated) ---
Lowest electron level above HH well bottom = 0.0307 eV
Same level in unscreened V-shaped well = 0.0363 eV
Assumed tanh length of wall = 1.0 nm
Bending with it: HH 0.1185 V, TT 2.6335 V
HH donor refilling / screening charge, estimate = 0.0258
Field component along polar axis = 0.01205 MV/cm
Relative polarization change = 4.42e-04
4 degrees, no holes: TT bending = 10.56 V
4 degrees, no holes: tunnelling exponent = 645
Intrinsic density = 1.06e-14 cm^-3
Assumed generation lifetime = 1.0e-09 s
Thermal time to supply holes at 4 degrees = 1.2e+23 s
```
